# Low-Frequency MOS Capacitance and the Flat-Band Debye Length: test program

```python
"""Low-frequency capacitance of a metal-insulator-semiconductor capacitor.

Result under test (per unit area, p-type substrate, Boltzmann carriers):
    C_LF = C_ox*C_s/(C_ox + C_s),   C_s = -dQ_s/dpsi_s = eps*rho(psi_s)/Q_s,
    and at flat band C_s = eps/L_D, L_D = sqrt(eps*phi_t/(q*(p0 + n0))).
Symbols: psi_s surface potential, Q_s total semiconductor charge, rho charge
density, p0 and n0 bulk hole and electron densities, phi_t = kT/q,
eps semiconductor permittivity, C_ox insulator capacitance.
The independent side solves the nonlinear Poisson equation on a grid with the
gate voltage imposed, integrates the charge and differences it in voltage.
Internal units are SI; gate voltage is measured from flat band.
"""
import numpy as np
import sympy as sp
from scipy import constants as const
from scipy.linalg import solve_banded
from scipy.optimize import brentq, minimize_scalar

q = const.e
temperature = 300.0
phi_t = const.k * temperature / q
eps_rel, eps_ox_rel = 12.0, 4.0
eps = eps_rel * const.epsilon_0
t_ox = 5e-9
c_ox = eps_ox_rel * const.epsilon_0 / t_ox
n_i = 1e16          # m^-3
TO_UF_CM2 = 100.0   # F/m^2 -> microfarad/cm^2


def bulk_densities(acceptors):
    """Neutral bulk: p0 - n0 = acceptors and p0*n0 = n_i^2."""
    p0 = acceptors / 2 + np.sqrt((acceptors / 2) ** 2 + n_i ** 2)
    return p0, n_i ** 2 / p0


def debye_length(p0, n0):
    return np.sqrt(eps * phi_t / (q * (p0 + n0)))


# ---------- derived formulas ----------
def charge_formula(psi_s, p0, n0):
    u = psi_s / phi_t
    f_squared = np.expm1(-u) + u + n0 / p0 * (np.expm1(u) - u)
    scale = np.sqrt(2 * eps * q * p0 * phi_t)
    return -np.sign(u) * scale * np.sqrt(max(f_squared, 0.0))


def cs_formula(psi_s, p0, n0):
    u = psi_s / phi_t
    if abs(u) < 1e-6:
        return eps / debye_length(p0, n0)
    rho_s = q * (p0 * np.expm1(-u) - n0 * np.expm1(u))
    return eps * rho_s / charge_formula(psi_s, p0, n0)


def series_with_oxide(c_s):
    return c_ox * c_s / (c_ox + c_s)


def surface_potential(v_gate, p0, n0):
    def balance(psi):
        return psi - charge_formula(psi, p0, n0) / c_ox - v_gate
    return brentq(balance, -1.0, 1.5, xtol=1e-14)


# ---------- independent numerical solution ----------
def make_grid(depth, points=4001, stretch=5.0):
    s = np.linspace(0.0, 1.0, points)
    return depth * np.expm1(stretch * s) / np.expm1(stretch)


def relax(psi, v_gate, x, p0, n0):
    """Newton solution of eps*psi'' = -rho, insulator at x=0, psi=0 deep."""
    psi = psi.copy()
    h = np.diff(x)
    width = np.zeros_like(x)
    width[:-1] += h / 2
    width[1:] += h / 2
    coupling = eps / h
    for _ in range(60):
        holes = p0 * np.exp(-psi / phi_t)
        electrons = n0 * np.exp(psi / phi_t)
        rho = q * (holes - electrons + n0 - p0)
        flux = coupling * np.diff(psi)
        residual = width * rho
        residual[:-1] += flux
        residual[1:] -= flux
        residual[0] += c_ox * (v_gate - psi[0])
        residual[-1] = 0.0
        band = np.zeros((3, x.size))
        band[1] = q * width * (holes + electrons) / phi_t
        band[1, :-1] += coupling
        band[1, 1:] += coupling
        band[1, 0] += c_ox
        band[0, 1:] = -coupling
        band[2, :-1] = -coupling
        band[1, -1], band[2, -2] = 1.0, 0.0
        step = solve_banded((1, 1), band, residual)
        psi += step
        if np.max(np.abs(step)) < 1e-11:
            break
    else:
        raise AssertionError("Poisson solver did not converge")
    electrons = n0 * np.exp(psi / phi_t)
    rho = q * (p0 * np.exp(-psi / phi_t) - electrons + n0 - p0)
    return psi, rho, electrons, width


def grid_response(v_gate, x, p0, n0, dv=5e-4):
    """Capacitances and centroid of the added charge from two solutions."""
    psi = np.zeros_like(x)
    steps = int(np.ceil(abs(v_gate) / 0.02))
    for k in range(1, steps + 1):
        psi = relax(psi, v_gate * k / steps, x, p0, n0)[0]
    psi_lo, rho_lo, el_lo, width = relax(psi, v_gate - dv, x, p0, n0)
    psi_hi, rho_hi, el_hi, _ = relax(psi, v_gate + dv, x, p0, n0)
    added = width * (rho_hi - rho_lo)
    d_charge = added.sum()
    return {
        "c_total": -d_charge / (2 * dv),
        "c_s": -d_charge / (psi_hi[0] - psi_lo[0]),
        "centroid": (x * added).sum() / d_charge,
        "electron_share": -q * (width * (el_hi - el_lo)).sum() / d_charge,
    }


# ---------- worked example ----------
acceptors = 1e23
p0, n0 = bulk_densities(acceptors)
l_d = debye_length(p0, n0)
cs_fb = eps / l_d
c_fb = series_with_oxide(cs_fb)
x = make_grid(30 * l_d)

print(f"temperature = {temperature:.0f} K, phi_t = {phi_t*1e3:.3f} mV")
print(f"acceptor density = {acceptors*1e-6:.1e} cm^-3")
print(f"intrinsic density = {n_i*1e-6:.1e} cm^-3")
print(f"bulk electron density n0 = {n0*1e-6:.3e} cm^-3")
print(f"relative permittivity: semiconductor {eps_rel:.0f}, "
      f"insulator {eps_ox_rel:.0f}")
print(f"insulator thickness = {t_ox*1e9:.1f} nm")
print(f"C_ox = {c_ox*TO_UF_CM2:.4f} uF/cm^2")
print(f"Debye length L_D = {l_d*1e9:.3f} nm")
print(f"flat-band C_s = eps/L_D = {cs_fb*TO_UF_CM2:.4f} uF/cm^2")
print(f"flat-band C_LF = {c_fb*TO_UF_CM2:.4f} uF/cm^2, "
      f"C_LF/C_ox = {c_fb/c_ox:.4f}")

print("Bias table (V from flat band; C in uF/cm^2; centroid in nm):")
print("V_G-V_FB[V] psi_s[V]  C_s     C_LF   C_LF/C_ox centroid e-share")
worst_total = worst_cs = worst_centroid = 0.0
results = {}
for v_gate in (-1.0, -0.2, 0.0, 0.2, 0.5, 1.0, 1.2, 2.0):
    psi_s = surface_potential(v_gate, p0, n0)
    c_s = cs_formula(psi_s, p0, n0)
    c_lf = series_with_oxide(c_s)
    grid = grid_response(v_gate, x, p0, n0)
    results[v_gate] = grid
    worst_total = max(worst_total, abs(grid["c_total"] / c_lf - 1))
    worst_cs = max(worst_cs, abs(grid["c_s"] / c_s - 1))
    worst_centroid = max(worst_centroid,
                         abs(grid["centroid"] * c_s / eps - 1))
    print(f"{v_gate:8.1f} {psi_s:10.4f} {c_s*TO_UF_CM2:8.4f} "
          f"{c_lf*TO_UF_CM2:7.4f} {c_lf/c_ox:8.4f} "
          f"{grid['centroid']*1e9:9.3f} {grid['electron_share']:8.4f}")

print(f"largest relative deviation, C_LF: {worst_total:.1e}")
print(f"largest relative deviation, C_s: {worst_cs:.1e}")
print(f"largest relative deviation, centroid law: {worst_centroid:.1e}")
# Grid spacing and voltage step are finite: errors of second order remain.
assert worst_total < 1e-3
assert worst_cs < 1e-3
assert worst_centroid < 1e-3

# Flat-band value taken from the grid alone, against eps/L_D.
fb_grid = results[0.0]["c_s"]
print(f"flat-band C_s from grid = {fb_grid*TO_UF_CM2:.4f} uF/cm^2")
assert abs(fb_grid * l_d / eps - 1) < 3e-4

# Minimum of the low-frequency curve.
lowest = minimize_scalar(lambda psi: cs_formula(psi, p0, n0),
                         bounds=(0.3, 1.0), method="bounded",
                         options={"xatol": 1e-9})
psi_min = lowest.x
c_min = series_with_oxide(lowest.fun)
v_min = psi_min - charge_formula(psi_min, p0, n0) / c_ox
print(f"minimum C_LF = {c_min*TO_UF_CM2:.4f} uF/cm^2 at "
      f"psi_s = {psi_min:.4f} V, V_G-V_FB = {v_min:.4f} V")
grid_min = grid_response(v_min, x, p0, n0)["c_total"]
assert abs(grid_min / c_min - 1) < 1e-3
for shift in (-0.1, 0.1):
    assert grid_response(v_min + shift, x, p0, n0)["c_total"] > grid_min

# Without electrons the capacitance must fail to recover at positive bias.
no_electrons = grid_response(2.0, x, p0, 0.0)["c_total"]
print(f"C at 2.0 V with electrons removed = "
      f"{no_electrons*TO_UF_CM2:.4f} uF/cm^2")
assert no_electrons < c_min
assert results[2.0]["c_total"] > 0.9 * c_ox
assert results[-1.0]["c_total"] > 0.9 * c_ox

# Nearly intrinsic substrate: both carrier types must enter L_D.
p_light, n_light = bulk_densities(1.5 * n_i)
l_light = debye_length(p_light, n_light)
l_holes_only = debye_length(p_light, 0.0)
light = grid_response(0.0, make_grid(30 * l_light), p_light, n_light)
l_grid = eps / light["c_s"]
print(f"nearly intrinsic case: p0/n0 = {p_light/n_light:.3f}")
print(f"  eps/C_s from grid = {l_grid*1e6:.3f} um")
print(f"  L_D with p0+n0 = {l_light*1e6:.3f} um, "
      f"with p0 alone = {l_holes_only*1e6:.3f} um")
assert abs(l_grid / l_light - 1) < 1e-3
assert abs(l_grid / l_holes_only - 1) > 0.05

# Linear correction around flat band, by symbolic expansion of the charge.
u, r = sp.symbols("u r", positive=True)
f_sq = sp.exp(-u) + u - 1 + r * (sp.exp(u) - u - 1)
f_sq_over_u2 = sp.expand(sp.series(f_sq, u, 0, 5).removeO() / u ** 2)
c_shape = sp.diff(u * sp.sqrt(f_sq_over_u2), u)
slope = (sp.diff(c_shape, u) / c_shape).subs(u, 0)
assert sp.simplify(slope + (1 - r) / (3 * (1 + r))) == 0
for u_small in (-0.1, 0.1):
    ratio = cs_formula(u_small * phi_t, p0, n0) / cs_fb
    linear = 1 - (p0 - n0) / (3 * (p0 + n0)) * u_small
    print(f"C_s/(eps/L_D) at psi_s = {u_small:+.1f} phi_t: {ratio:.5f}, "
          f"linear law {linear:.5f}")
    assert abs(ratio - linear) < 0.1 * abs(linear - 1)

print("ALL CHECKS PASSED")
```

Running it gives:

```
temperature = 300 K, phi_t = 25.852 mV
acceptor density = 1.0e+17 cm^-3
intrinsic density = 1.0e+10 cm^-3
bulk electron density n0 = 1.000e+03 cm^-3
relative permittivity: semiconductor 12, insulator 4
insulator thickness = 5.0 nm
C_ox = 0.7083 uF/cm^2
Debye length L_D = 13.094 nm
flat-band C_s = eps/L_D = 0.8115 uF/cm^2
flat-band C_LF = 0.3782 uF/cm^2, C_LF/C_ox = 0.5339
Bias table (V from flat band; C in uF/cm^2; centroid in nm):
V_G-V_FB[V] psi_s[V]  C_s     C_LF   C_LF/C_ox centroid e-share
    -1.0    -0.1557  11.7377  0.6680   0.9431     0.905   0.0000
    -0.2    -0.0675   2.2888  0.5409   0.7637     4.642   0.0000
     0.0     0.0000   0.8115  0.3782   0.5339    13.094   0.0000
     0.2     0.1200   0.2974  0.2095   0.2957    35.724   0.0000
     0.5     0.3514   0.1617  0.1316   0.1859    65.708   0.0000
     1.0     0.7743   0.1173  0.1006   0.1420    90.600   0.0922
     1.2     0.9046   1.3622  0.4660   0.6579     7.800   0.9403
     2.0     0.9959  12.8820  0.6714   0.9479     0.825   0.9981
largest relative deviation, C_LF: 3.5e-06
largest relative deviation, C_s: 8.1e-06
largest relative deviation, centroid law: 8.1e-06
flat-band C_s from grid = 0.8115 uF/cm^2
minimum C_LF = 0.0967 uF/cm^2 at psi_s = 0.7309 V, V_G-V_FB = 0.9498 V
C at 2.0 V with electrons removed = 0.0654 uF/cm^2
nearly intrinsic case: p0/n0 = 4.000
  eps/C_s from grid = 26.187 um
  L_D with p0+n0 = 26.187 um, with p0 alone = 29.278 um
C_s/(eps/L_D) at psi_s = -0.1 phi_t: 1.03418, linear law 1.03333
C_s/(eps/L_D) at psi_s = +0.1 phi_t: 0.96749, linear law 0.96667
ALL CHECKS PASSED
```
